# Why the slope of a growth spiral follows the driving force

## From step energy to a rotating spiral

Three growth spirals, computed at 1300 K for driving forces of 10, 20 and 30 meV per growth unit, have arms 187, 91.6 and 59.9 nm apart. Multiplied by the driving force, these spacings give 1868, 1832 and 1796 nm meV. The product falls by 4% while the driving force triples. Each arm is one atomic layer high, so the slope of the hillock is almost proportional to the driving force. Two things need explaining: why the product is nearly constant, and why it drifts.

The setting is a flat crystal face on which a screw dislocation ends. The component of its Burgers vector normal to the face equals the height $h$ of one layer. A step of height $h$ must then start at the point where the dislocation emerges, and it cannot leave that point. When the crystal grows, the step advances everywhere except at its pinned end, so it winds up into a spiral. Each turn adds one layer, and the surface becomes a shallow cone. If neighbouring arms are a distance $\lambda$ apart, the surface descends by $h$ over each length $\lambda$, and the slope is

$$p=\frac{h}{\lambda}.$$

This is the tangent of the angle between the cone and the flat face. The problem is to find $\lambda$.

Let $\Delta\mu$ be the free energy gained when one growth unit passes from the growth medium into a straight step. Let $\Omega$ be the area that one unit adds to a layer, and $\gamma$ the free energy of the step per unit length. The step is taken to be isotropic, which means that $\gamma$ does not depend on its direction. A circular island of radius $r$ contains $\pi r^2/\Omega$ units and has a perimeter $2\pi r$, so making it changes the free energy by

$$G(r)=-\frac{\pi r^2}{\Omega}\Delta\mu+2\pi r\gamma .$$

The derivative $-2\pi r\Delta\mu/\Omega+2\pi\gamma$ vanishes at the critical radius

$$\rho=\frac{\Omega\gamma}{\Delta\mu}.$$

The second derivative is negative, so this is a maximum. Smaller islands shrink and larger ones grow. The height of the maximum is

$$G(\rho)=-\frac{\pi\Omega\gamma^2}{\Delta\mu}+\frac{2\pi\Omega\gamma^2}{\Delta\mu}=\frac{\pi\Omega\gamma^2}{\Delta\mu}.$$

The example has $\Omega=0.10$ nm², $\gamma=1.0$ eV/nm and $h=0.30$ nm. At $\Delta\mu=20$ meV the critical radius is $0.10\times1.0/0.020=5.0$ nm and the barrier is $\pi\times0.10/0.020=15.7$ eV. With $kT=112$ meV this is 140 $kT$. New islands are therefore negligible as a source of layers, and the dislocation, which supplies a step without any barrier, controls the growth.

The same competition acts on a step of any shape. Let $\mathbf n$ be the unit normal of the step, pointing towards the lower terrace, into which the layer grows. Move a short piece of length $dl$ forward by a small distance $\delta$. Its length changes by $\kappa\,\delta\,dl$, where $\kappa$ is the curvature, positive when the layer bulges outwards; for a circle, $\kappa=1/r$. The step energy rises by $\gamma\kappa\,\delta\,dl$, and the number of units added is $\delta\,dl/\Omega$. The extra cost per unit is the ratio of the two, $\Omega\gamma\kappa$. The net gain per unit at a curved step is therefore

$$\Delta\mu-\Omega\gamma\kappa=\Delta\mu\,(1-\rho\kappa).$$

It vanishes where the radius of curvature equals $\rho$.

To turn this gain into a speed, a model of the supply is needed. Adatoms arrive from the gas at a rate $F$ per area, diffuse with coefficient $D$, and desorb after a mean time $\tau$. The steps are assumed to move slowly enough for the adatom density $n$ to be stationary at each moment:

$$D\nabla^2n-\frac{n}{\tau}+F=0 .$$

Far from any step $n=F\tau$. For dilute adatoms the chemical potential is $kT\ln n$ plus a constant. If $n_e$ is the density in equilibrium with a straight step, then

$$F\tau=n_e\,e^{\Delta\mu/kT}.$$

The fractional supersaturation is therefore $e^{\Delta\mu/kT}-1$, which is 0.195 at 20 meV. If units attach and detach quickly, the density beside a curved step is the one in equilibrium with it, $n_s=n_e\,e^{\Omega\gamma\kappa/kT}$, because each unit there costs $\Omega\gamma\kappa$ more. Write the depletion as $n=F\tau-(F\tau-n_s)\,d$. Substitution into the diffusion equation gives

$$x_s^2\nabla^2d=d,\qquad x_s=\sqrt{D\tau},$$

with $d=1$ at the step. The length $x_s$ is roughly how far an adatom travels before it desorbs. Beside one straight step $d=e^{-|x|/x_s}$, so each side delivers a current $D(F\tau-n_s)/x_s$ per unit length. Two sides, and an area $\Omega$ for each unit, give the speed

$$v=K\left(e^{\Delta\mu/kT}-e^{\Omega\gamma\kappa/kT}\right),\qquad K=\frac{2\Omega Dn_e}{x_s}.$$

This law is local: the speed of a piece of step depends on its own curvature and on nothing else. It was obtained for an isolated and nearly straight step, and both restrictions can be measured.

Take first a train of parallel steps with spacing $\lambda$, and measure $x$ from the middle of a terrace. The symmetric solution is $d=\cosh(x/x_s)/\cosh(\lambda/2x_s)$. Its gradient at the step is $\tanh(\lambda/2x_s)/x_s$ instead of $1/x_s$, so the speed is multiplied by

$$\tanh\frac{\lambda}{2x_s}.$$

Take next a circular step of radius $r$, and put $z=r/x_s$. Inside the circle $d$ is proportional to the modified Bessel function $I_0$, and outside to $K_0$. The two gradients at the step add up to

$$\frac1{x_s}\left(\frac{I_1(z)}{I_0(z)}+\frac{K_1(z)}{K_0(z)}\right)=\frac{1}{x_s\,z\,I_0(z)K_0(z)},$$

where the identity $I_0K_1+I_1K_0=1/z$ has been used. A straight step has $2/x_s$, so the factor is $1/[2zI_0(z)K_0(z)]$.

At 20 meV the spacing is 91 nm and the critical radius 5.0 nm. With $x_s=10$ nm the first factor is 0.9998, and the second, at $r=\rho$, is 1.017. The second factor does not approach 1 steadily, however. It crosses 1 just beyond $r=\rho$, falls to 0.937 near $r=11$ nm, and only then returns towards 1. For these two effects the local law is then good to about 6%. They do not cover the innermost turn, where the curvature changes along the step within a distance of about $x_s$. Neighbouring pieces of step with different equilibrium densities then exchange adatoms, and the error near the pinned end can be much larger. A local law there needs $x_s$ well below $\rho$. With $x_s=100$ nm the factors are 0.43 and 3.2, and the local law fails: the arms compete for the same adatoms, and a small isolated circular step collects far more per unit length than the law allows. Both factors tend to 1 when $\lambda$ and $\rho$ become large compared with $x_s$. Approaching equilibrium at fixed $x_s$ therefore restores the local law. For $x_s=100$ nm the ratio $\rho/x_s$ returns to 0.5, its value for $x_s=10$ nm at 20 meV, when $\rho=50$ nm, which means $\Delta\mu=0.10/50$ eV, or 2 meV. The innermost turn needs a still smaller driving force. If adatoms never desorb, $x_s$ is infinite and this route to a local law is closed.

There is a second route. If attachment is slow compared with diffusion, the terrace density stays close to a uniform value. Attachment and detachment at the step then give the same difference of exponentials, with another constant $K$. In that case $\Delta\mu$ is the driving force that exists on the terrace, which need not follow the incoming flux in proportion. From here on the local law is assumed, with $\Delta\mu$ the same everywhere on the surface.

Near equilibrium the law simplifies. Put $s=\Delta\mu/kT$ and $k=\rho\kappa$, so that $\Omega\gamma\kappa/kT=sk$. A straight step has the speed $v_0=K(e^s-1)$, and

$$\frac{v}{v_0}=\frac{e^s-e^{sk}}{e^s-1}.$$

To second order in $s$ the numerator is $s(1-k)+\tfrac12s^2(1-k^2)=s(1-k)\left[1+\tfrac12s(1+k)\right]$, and the denominator is $s\left(1+\tfrac12s\right)$. Dividing and keeping the first order in $s$ gives

$$\frac{v}{v_0}\simeq(1-k)\left(1+\tfrac12sk\right).$$

For $s\ll1$, and $k$ between 0 and 1, this becomes the linear law

$$v=v_0(1-\rho\kappa),\qquad v_0\simeq K\,\frac{\Delta\mu}{kT}.$$

The range of $k$ will be confirmed once the shape of the spiral is known.

The shape follows from geometry. In polar coordinates centred on the dislocation, a spiral that turns rigidly at angular velocity $\omega$ is the curve $\theta=\omega t-\psi(r)$, with $\psi$ increasing outwards. It is the line on which $f=\theta+\psi(r)-\omega t$ vanishes. Define $q=r\psi'(r)$. The gradient of $f$ is

$$\nabla f=\psi'\,\hat{\mathbf r}+\frac1r\,\hat{\boldsymbol\theta}=\frac1r\left(q\,\hat{\mathbf r}+\hat{\boldsymbol\theta}\right),\qquad |\nabla f|=\frac{\sqrt{1+q^2}}{r}.$$

A point that stays on the moving curve with velocity $\mathbf V$ satisfies $\partial f/\partial t+\mathbf V\cdot\nabla f=0$. Since $\partial f/\partial t=-\omega$ and $\nabla f=|\nabla f|\,\mathbf n$, the normal speed is

$$v=\mathbf V\cdot\mathbf n=\frac{\omega}{|\nabla f|}=\frac{\omega r}{\sqrt{1+q^2}}.$$

The curvature is the relative change of length per unit of forward displacement. With unit tangent $\mathbf t$ this is $\mathbf t\cdot(\mathbf t\cdot\nabla)\mathbf n$. Because $\mathbf n$ has constant length, $\mathbf n\cdot(\mathbf n\cdot\nabla)\mathbf n=0$, and this zero may be added. The sum is the divergence, $\kappa=\nabla\cdot\mathbf n$. The radial component of $\mathbf n$ is

$$u=\frac{q}{\sqrt{1+q^2}},$$

and its angular component depends on $r$ but not on $\theta$. The divergence in polar coordinates then reduces to

$$\kappa=\frac1r\frac{d(ru)}{dr}.$$

A circle has $u=1$ and gives $\kappa=1/r$, as it should. The quantity $u$ is 0 where the step runs radially and 1 where it runs around the centre. Since $1-u^2=1/(1+q^2)$, the speed is also $v=\omega r\sqrt{1-u^2}$.

Insert speed and curvature into the linear law:

$$\omega r\sqrt{1-u^2}=v_0\left[1-\frac{\rho}{r}\frac{d(ru)}{dr}\right].$$

Now measure distance in units of the critical radius, $R=r/\rho$, and define $w=\omega\rho/v_0$. Dividing by $v_0$ leaves

$$\frac{du}{dR}=1-\frac uR-wR\sqrt{1-u^2}.$$

At the centre $u$ must vanish. To see this, integrate $d(Ru)/dR=R\left(1-wR\sqrt{1-u^2}\right)$. A non-zero constant of integration would add a term proportional to $1/R$ to $u$, whereas $u$ cannot exceed 1 in magnitude. The solution therefore begins as

$$u=\frac R2-\frac{wR^2}{3}+\dots$$

The first term gives $\rho\kappa=1$ at $R=0$. The pinned end does not move, so it must be in equilibrium with the terrace, and it bends to the critical radius.

No energy, temperature or kinetic coefficient is left in the equation. Temperature and kinetics have gone into the unit of time $\rho/v_0$, and the step energy and driving force into the unit of length $\rho$. If the equation admits a spiral for one value of $w$ and no other, that value is a pure number, and every length in the spiral is a fixed multiple of $\rho$. Since $\rho$ is inversely proportional to $\Delta\mu$, so is the spacing.

## The selected spiral and the slope of the hillock

The driving force per growth unit is $\Delta\mu$, the area per unit $\Omega$, the step energy per length $\gamma$, the layer height $h$, and the critical radius $\rho=\Omega\gamma/\Delta\mu$. A straight step moves at $v_0$. Near equilibrium a step of curvature $\kappa$ moves at $v_0(1-\rho\kappa)$. A spiral turning at angular velocity $\omega$ is described by $\theta=\omega t-\psi(r)$, by $R=r/\rho$, and by the radial component $u$ of its unit normal. With $w=\omega\rho/v_0$ and $c=\sqrt{1-u^2}$,

$$u'=1-\frac uR-wRc,\qquad u(0)=0,$$

where the prime now means $d/dR$. It remains to show that a single $w$ gives a spiral, and to find the spacing.

From $(Ru)'=R-wR^2c<R$ it follows that $u<R/2$ while $c>0$. Suppose that $u'$ vanishes somewhere with $0<u<1$. Differentiating the equation, with $u'=0$ and hence $c'=0$, gives $u''=u/R^2-wc$. At the same point the equation itself says $wc=(1-u/R)/R$. Therefore

$$u''=\frac1R\left(\frac{2u}{R}-1\right)<0 .$$

Every stationary point is a maximum. The function $u$ starts upwards with slope $\tfrac12$, and once it has turned down it cannot turn up again. If it then stayed positive, $c$ would remain above some fixed value, $wRc$ would grow without limit, and $u'$ would become arbitrarily negative. So $u$ must reach zero. Three fates are possible:

- $u$ rises to 1 at a finite radius;
- $u$ turns and falls to 0;
- $u$ rises for ever and stays below 1.

In the third case $u$ must tend to 1, for otherwise $wRc$ would again grow without limit. This is the spiral that winds outwards indefinitely.

The first fate occurs for small $w$. At $w=0$ the solution is $u=R/2$, which reaches 1 at $R=2$. In general, $u<R/2$ means that 1 is reached at some $R\ge2$, where $u'=1-1/R\ge\tfrac12$. The solution arrives with a definite upward slope, so a small change of $w$ does not prevent the arrival. The second fate occurs for large $w$. At $R=1$ a solution that is still rising has $u<\tfrac12$ and $c>\sqrt3/2$, so that $u'<1-w\sqrt3/2$. This contradicts the rise if $w>2/\sqrt3$. A downward slope also survives a small change of $w$. The values of $w$ with the first fate and those with the second thus form two open sets, neither of them empty and without common members. Two such sets cannot cover the whole line $w>0$, so at least one value is left for the third fate.

To show that there is no more than one, the limit of $y=Rc$ is needed. Since $u'>0$ on the spiral, $wy<1-u/R<1$. Differentiating $y^2=R^2(1-u^2)$ and inserting $u'$ gives

$$(y^2)'=\frac{2y^2}{R}-2R^2u\left(1-\frac uR-wy\right).$$

If $wy$ were below 1 by a fixed amount at some large $R$, the last term, of order $R^2$, would outweigh the first. Then $y$ would fall to zero within a short distance, and $u$ would reach 1 at a finite radius, which is the first fate. Hence $wy\to1$.

Now suppose that $w_1<w_2$ both give spirals, $u_1$ and $u_2$. The series $u=R/2-wR^2/3+\dots$ shows that $u_1>u_2$ near the centre. Were they to meet again, they would have the same $c$ there, and $u_1'-u_2'=(w_2-w_1)Rc>0$. A function that comes down to meet another cannot have the larger slope at the meeting point, so $u_1>u_2$ throughout and $c_2>c_1$. It follows that

$$\left[R(u_1-u_2)\right]'=R^2(w_2c_2-w_1c_1)>(w_2-w_1)R^2c_1 .$$

At large $R$ the right side tends to $(w_2-w_1)R/w_1$. Integration makes $R(u_1-u_2)$ grow as $R^2$, and so $u_1-u_2$ grows as $R$. But both functions lie between 0 and 1. The assumption is false, and $w$ is unique.

The spiral also has the range of curvature assumed for the linear law. The reduced curvature $\rho\kappa=u'+u/R$ is positive because both terms are. It is less than 1 because it equals $1-wRc$.

The three fates give a practical way to compute $w$. The equation is integrated outwards numerically for a trial value. If $u$ reaches 1, $w$ is raised, and if $u$ returns to 0, $w$ is lowered. Repeated halving of the interval gives

$$w=0.33096 .$$

The arms are found from $\psi$. Since $q=r\psi'(r)=u/c$, the winding per unit of $R$ is $d\psi/dR=u/(Rc)$. Far out $u\to1$ and $Rc\to1/w$, so it tends to $w$. One turn is $2\pi$, and the spacing is

$$\lambda=\Lambda\rho,\qquad \Lambda=\frac{2\pi}{w}=18.985 .$$

In ordinary units this is $\lambda=2\pi v_0/\omega$: in one period a nearly straight arm advances to the place of the arm ahead. Insert $\rho$ to obtain the slope,

$$p=\frac h\lambda=\frac{h\,\Delta\mu}{\Lambda\,\Omega\,\gamma}.$$

The kinetic coefficient is absent. Faster kinetics make the spiral turn faster, but the arms move outwards faster in the same ratio, and the shape stays as it was. Temperature enters through $\gamma$ and through the value of $\Delta\mu$. A stiffer step gives a flatter hillock, because it needs more room to bend at the pinned end.

The growth rate does depend on kinetics. One layer is added in each period, so the rate is $h\omega/2\pi=hv_0/\lambda=pv_0$. Near equilibrium both $p$ and $v_0$ are proportional to $\Delta\mu$, and the rate is proportional to $\Delta\mu^2$.

At $\Delta\mu=20$ meV the numbers are

$$\lambda=18.985\times5.0\ \mathrm{nm}=94.9\ \mathrm{nm},\qquad p=\frac{0.30}{94.9}=0.00316,$$

an angle of 0.18°. At 10 and 30 meV, with temperature, $\gamma$, $\Omega$ and $K$ held fixed, the same formula gives 189.8 and 63.3 nm. Multiplied by the driving force, all three give $\Lambda\Omega\gamma=1898$ nm meV. The products quoted at the start are smaller, by 1.6% at 10 meV and by 5.4% at 30 meV.

Those spacings were found by following the step in time with the full velocity law. Rigid rotation was not imposed; it is used only in a final correction of about 3% for the finite radius, given below. A straight step, pinned at one end, was written as an angle $\theta(r,t)$ at points 0.4 nm apart, out to 440 nm. With $q=-r\,\partial\theta/\partial r$, it was advanced numerically in time by

$$\frac{\partial\theta}{\partial t}=\frac{v\sqrt{1+q^2}}{r},$$

where $v$ is the full difference of exponentials with $K=400$ nm/s. After a time $160\rho/v_0$ the distance was measured from an arm at $r_1=20\rho$ to the next one, at $r_2$. At 20 meV it is 88.7 nm.

This distance is less than the final spacing because an arm at a finite radius is still curved, and so moves more slowly. For small curvature the full law is $v\simeq v_0(1-g\rho\kappa)$ with $g=s/(e^s-1)$ and $s=\Delta\mu/kT$. Far out $\rho\kappa\simeq1/R$, and equating this speed to $\omega rc$ gives $wRc\simeq1-g/R$. The winding is then

$$\frac{d\psi}{dR}\simeq w\left(1+\frac gR\right).$$

Integrated over one turn, this gives $\lambda\simeq r_2-r_1+g\rho\ln(r_2/r_1)$, to first order in $1/R$. At 20 meV, $s=0.1785$ and $g=0.913$, with $r_1=100$ nm and $r_2=188.7$ nm. The logarithm is 0.635, the added term is 2.9 nm, and the far spacing is 91.6 nm.

The remaining difference from 94.9 nm comes mainly from the linear law. The exponential $e^{sk}$ is a convex function of $k=\rho\kappa$, so for $k$ between 0 and 1 it lies below the straight line that joins its end values 1 and $e^s$. Therefore

$$\frac{v}{v_0}=\frac{e^s-e^{sk}}{e^s-1}>1-k .$$

Relative to a straight step, the bent inner part moves faster than the linear law says. This suggests a faster rotation and a smaller spacing, and the eigenvalue problem confirms it. Solved with the full law by the same shooting method, it gives a $\Lambda$ that lies below 18.985 by 1.1%, 2.2% and 4.3% at $s=0.05$, 0.10 and 0.20. Doubling $s$ nearly doubles the deficit, as expected from a correction whose leading term in the velocity law is linear in $s$. Roughly,

$$\Lambda(s)\simeq18.985\,(1-0.22\,s).$$

At 20 meV the eigenvalue problem with the full law gives a spacing of 91.25 nm, against 91.59 nm from the evolving step. The difference comes from the terms of order $1/R^2$ dropped in the finite-radius correction: the rigid spiral has the same gap of 88.7 nm at $20\rho$, and the same correction takes it to 91.6 nm. The three spacings quoted at the start are all about 0.4% high for this reason. The eigenvalue problem gives 186.1, 91.25 and 59.7 nm, with products 1861, 1825 and 1790 nm meV and the same 4% drift. The slope is 0.00329, which is 4% above the linear result.

This accounts for the drift. In this model, which leaves out the strain of the dislocation, the slope rises slightly faster than the driving force. Between 10 and 30 meV the evolving spirals follow an average power of 1.036, whereas the approximate $\Lambda(s)$ gives

$$1+\frac{\ln(0.980/0.941)}{\ln3}=1.037 .$$

Strict proportionality is the limit $s\to0$.

The growth rate departs further from its limiting law, because $v_0=K(e^s-1)$ also rises faster than $\Delta\mu$. The evolving spirals grow at 0.060, 0.257 and 0.618 nm/s. The ratios to the first are 4.3 and 10.3, where the square law would give 4 and 9.

The dislocation also strains the crystal around it, and this has been left out. For an estimate, take the strain field inside the bulk and ignore its change near the surface. At a distance $r$ from a screw dislocation with Burgers vector $h$, the shear strain is then $h/2\pi r$. With shear modulus $\mathcal G$ the energy density is $\mathcal Gh^2/8\pi^2r^2$. A growth unit occupies the volume $\Omega h$, so the strain energy takes from the driving force the fraction

$$\frac{\mathcal G\,\Omega h^3}{8\pi^2r^2\Delta\mu}.$$

For $\mathcal G=100$ GPa and $\Delta\mu=20$ meV this is 4.3% at $r=\rho$. It varies as $1/r^2$ and reaches 100% at $r=\sqrt{0.043}\,\rho$, about 1 nm from the centre, where the present model no longer describes the step. At $r=\rho$ the fraction is proportional to $1/(\rho^2\Delta\mu)$, hence to $\Delta\mu$, and it too vanishes near equilibrium. The value at $r=\rho$ understates the effect on the slope. A term $a/R^2$ taken from the driving force contributes $-a\ln(R/R_0)$ to $Ru$, where $R_0$ is the core radius in units of $\rho$. With this rough bulk estimate in the eigenvalue problem, and the step pinned radially at a core radius between 0.3 and 1 nm, the slope is lowered by 4–5% at 10 meV, 6–8% at 20 meV and 9–10% at 30 meV. This is larger than the correction from finite $s$ and of the opposite sign, and it brings the average power down from 1.036 to 0.98–0.99. Near proportionality survives, but the direction of the drift depends on the strain.

The parameters are round values chosen for illustration, and they describe no particular material. The growth rate at 20 meV, 0.257 nm/s or 0.93 µm per hour, is of the usual order for metal-organic vapour-phase epitaxy of compound semiconductors, but $K$ was chosen with this in mind, so the agreement is no evidence for the model. With $x_s=10$ nm, moreover, these numbers imply an arriving flux of $Ke^{\Delta\mu/kT}/2x_s=24$ layers per second, of which only 0.86, or 3.6%, is built in. In the usual practice of that process most of the metal reaching the surface is built in. The case of a short diffusion length therefore does not represent it, and a local law would have to rest on slow attachment. The slope is inversely proportional to the assumed step energy: halving $\gamma$ at fixed $\Delta\mu$ doubles the slope. Real steps often have preferred directions, which give polygonal spirals. If the energy and mobility of the step depend on direction in a way that does not change with $\Delta\mu$, the linear law still contains one length proportional to $1/\Delta\mu$, but the number 18.985 no longer applies. A long diffusion length is more serious. For $x_s=100$ nm at 20 meV, overlap alone reduces the speed of a straight train to 43% of the isolated value, while the factor for a circle of radius $\rho$ is 3.2. The slope would then have to be computed from the diffusion problem itself.

For a grower the result is a conditional rule. Where steps are nearly isotropic, the terrace supply is local and a single dislocation feeds the hillock, halving $\Delta\mu$ at fixed temperature halves the slope, apart from the correction of a few per cent found above and the effects left out, which can be as large or larger. Near equilibrium it also cuts the growth rate to about a quarter. Flatter hillocks obtained in this way are paid for in growth time.
